# First-order mixing in the n = 2 complex, boron to oxygen

**Question**

I am computing the coefficient \(E_1\) in the expansion of an atomic energy in nuclear charge,

\[
E=Z^2E_0+ZE_1+E_2+\dots
\]

For boron I put five electrons into hydrogenic orbitals as \(1s^22s^22p\), took the expectation value of the electron repulsion, and got \(E_1=2.334449\) hartree. My exercise says that I must diagonalise the \(n=2\) complex, after which \(E_1\) falls to 2.327527. It asks for the same with carbon, and then wants a proof that nothing mixes for nitrogen \(^4S\) and oxygen \(^3P\).

Two things confuse me. I thought configuration mixing was a second-order effect, so why does it change a first-order coefficient? And nitrogen and oxygen also have a \(2s^2\) pair and an unfilled \(2p\) shell, so why is there no mixing there?

**Answer**

Your number is the correct diagonal element. It is not yet \(E_1\), because the zeroth-order ground level is degenerate and the repulsion couples states inside it. Whether it does so for a given term depends on whether the \(2s\) pair can move into the \(2p\) shell without changing the term's \(L\) and \(S\).

**Why mixing enters at first order**

I use hartree atomic units, a fixed point nucleus and no relativity. Set \(\mathbf r=\boldsymbol\rho/Z\). Kinetic energy and nuclear attraction both acquire a factor \(Z^2\), the repulsion a factor \(Z\):

\[
H=Z^2\Big(H_0+\frac1Z V\Big),\quad
H_0=\sum_i\Big(-\frac{\nabla_i^2}{2}-\frac1{\rho_i}\Big),\quad
V=\sum_{i<j}\frac1{\rho_{ij}}.
\]

From here on \(r\) denotes the scaled radius. An electron in shell \(n\) contributes \(-1/(2n^2)\) to \(E_0\). At most two electrons fit into \(1s\), and each of the others contributes at least \(-1/8\). For \(N\) electrons, \(3\le N\le10\), the minimum is therefore

\[
E_0=-1-\frac{N-2}{8},
\]

reached when \(1s\) is full and all other electrons have \(n=2\), however they are shared between \(2s\) and \(2p\). This set of states is the complex.

The usual second-order estimate divides a squared coupling by a difference of \(H_0\) energies, which is zero here. Degenerate perturbation theory requires \(V\) to be diagonalised in the complex, and \(E_1\) is its lowest eigenvalue. In unscaled energies, both the coupling and the splitting inside the complex are proportional to \(Z\), so at leading order the mixing does not die out as \(Z\) grows.

**Which configurations can meet**

With \(q=N-4\ge0\), the complex contains \(2s^22p^q\), \(2s2p^{q+1}\) and \(2p^{q+2}\), as far as the \(p\) shell can hold them. \(V\) conserves \(L\), \(S\) and parity. Parity is \((-1)^{n_p}\), with \(n_p\) the number of \(2p\) electrons, so the middle configuration separates from the other two.

The terms follow from counting.

- For \(p^2\) with both spins up, the orbital pairs have \(M_L=1,0,-1\). This is one \(^3P\).
- For \(p^3\) with all spins up there is one state, \(M_L=0\), hence one \(^4S\). With two spins up and one down, \(M_L=2,1,0\) occur 1, 2 and 3 times, which means \(L=2,1,0\) once each. The \(L=0\) belongs to \(^4S\), leaving one \(^2D\) and one \(^2P\).
- A full shell has \(L=S=0\), so \(p^4\) has the terms of \(p^2\), and \(p^5\) those of \(p^1\), namely \(^2P\). The full shell \(p^6\) is \(^1S\).

Boron \(^2P\) thus occurs in \(2s^22p\) and in \(2p^3\), and carbon \(^3P\) in \(2s^22p^2\) and in \(2p^4\). Nitrogen \(^4S\) would need a \(^4S\) in \(2p^5\), and oxygen \(^3P\) a \(^3P\) in \(2p^6\). Neither exists, which proves the absence of mixing. The coupling calculated below shows what blocks it.

**The radial integrals**

The radial functions at unit charge are

\[
P_{1s}=2re^{-r},\quad P_{2s}=\frac{r(1-r/2)}{\sqrt2}e^{-r/2},\quad P_{2p}=\frac{r^2}{2\sqrt6}e^{-r/2}.
\]

For two products \(A,B\) of such functions, the repulsion needs

\[
R^k[A,B]=\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}A(r_1)B(r_2)\,dr_1dr_2 .
\]

\(F^k(a,b)\) has \(A=P_a^2\), \(B=P_b^2\), and \(G^k(a,b)\) has \(A=B=P_aP_b\). Each product is a sum of terms \(r^pe^{-\alpha r}\), so one integral suffices:

\[
J(a,b;\alpha,\beta)=\int_0^\infty dr_2\,r_2^be^{-\beta r_2}\int_0^{r_2}dr_1\,r_1^ae^{-\alpha r_1}.
\]

Repeated integration by parts gives the inner integral as \(\frac{a!}{\alpha^{a+1}}\big[1-e^{-\alpha r_2}\sum_{j=0}^a(\alpha r_2)^j/j!\big]\). The outer one then yields

\[
J=\frac{a!}{\alpha^{a+1}}\Big[\frac{b!}{\beta^{b+1}}-\sum_{j=0}^{a}\frac{\alpha^j(b+j)!}{j!\,(\alpha+\beta)^{b+j+1}}\Big].
\]

A pair \(r_1^pe^{-\alpha r_1}\), \(r_2^se^{-\beta r_2}\) contributes \(J(p+k,s-k-1;\alpha,\beta)+J(s+k,p-k-1;\beta,\alpha)\), one piece for each ordering of the radii.

Take the integral that will control the mixing, \(G^1(2s,2p)\). Here \(P_{2s}P_{2p}=(r^3-r^4/2)e^{-r}/(4\sqrt3)\). The squared prefactor is \(1/48\), and the two orderings are equal, so with \(\alpha=\beta=1\)

\[
G^1(2s,2p)=\tfrac1{24}\big[J(4,1)-\tfrac12J(4,2)-\tfrac12J(5,1)+\tfrac14J(5,2)\big].
\]

The formula gives \(J(4,1)=21/8\), \(J(4,2)=87/8\), \(J(5,1)=15/2\) and \(J(5,2)=555/16\). The bracket is \(2.625-5.4375-3.75+8.671875=2.109375\), and

\[
G^1(2s,2p)=\frac{45}{512}=0.087891 .
\]

The same procedure gives the others:

\[
\begin{aligned}
F^0(1s,1s)&=\tfrac58, & F^0(1s,2s)&=\tfrac{17}{81}, & G^0(1s,2s)&=\tfrac{16}{729},\\
F^0(1s,2p)&=\tfrac{59}{243}, & G^1(1s,2p)&=\tfrac{112}{2187}, & F^0(2s,2s)&=\tfrac{77}{512},\\
F^0(2s,2p)&=\tfrac{83}{512}, & F^0(2p,2p)&=\tfrac{93}{512}, & F^2(2p,2p)&=\tfrac{45}{512}.
\end{aligned}
\]

**The angular factors**

Use real orbitals \(x,y,z\), whose angular parts relative to an \(s\) orbital are \(\sqrt3\,n_x,\sqrt3\,n_y,\sqrt3\,n_z\), with \(\mathbf n\) a unit vector. In \(1/r_{12}=\sum_k(r_<^k/r_>^{k+1})P_k(\mathbf n_1\cdot\mathbf n_2)\), averaging \(P_k\) against a spherical harmonic of degree \(l\) returns that harmonic times \(\delta_{kl}/(2k+1)\). The averages needed are \(\langle n_x^2\rangle=1/3\), \(\langle n_x^4\rangle=1/5\) and \(\langle n_x^2n_y^2\rangle=1/15\).

The product of \(s\) and \(x\) has degree 1, so their exchange integral is \(\frac13\cdot3\langle n_x^2\rangle G^1=G^1/3\). Inside the \(p\) shell, \(3n_x^2=1+(3n_x^2-1)\) splits into degrees 0 and 2, and \(3n_xn_y\) has degree 2. Writing \(F^k\) for \(F^k(2p,2p)\),

\[
\begin{aligned}
J_{xx}&=F^0+\tfrac15\big(\tfrac95-1\big)F^2=F^0+\tfrac4{25}F^2,\\
J_{xy}&=F^0+\tfrac15\big(\tfrac9{15}-1\big)F^2=F^0-\tfrac2{25}F^2,\\
K_{xy}&=\tfrac15\cdot\tfrac9{15}F^2=\tfrac3{25}F^2 .
\end{aligned}
\]

A determinant has energy \(J\) for every pair of electrons, minus \(K\) for every pair with parallel spins. This gives the repulsion within the \(p\) shell:

- \(p^2\,{}^3P\), state \(x{\uparrow}y{\uparrow}\): \(J_{xy}-K_{xy}=F^0-\frac15F^2\).
- \(p^3\,{}^4S\), state \(x{\uparrow}y{\uparrow}z{\uparrow}\): \(3(J_{xy}-K_{xy})=3F^0-\frac35F^2\).
- \(p^4\,{}^3P\), state \(z^2x{\uparrow}y{\uparrow}\): \(J_{zz}+5J_{xy}-3K_{xy}=6F^0-\frac35F^2\).
- \(p^3\,{}^2P\), state \((x^2z{\uparrow}+y^2z{\uparrow})/\sqrt2\): each determinant gives \(J_{xx}+2J_{xy}-K_{xy}\), and moving the pair from \(x^2\) to \(y^2\) adds \(K_{xy}\). The sum is \(J_{xx}+2J_{xy}=3F^0\).

The last state is a \(^2P\) because \(x^2+y^2+z^2\), read as a sum of singlet pairs, is invariant under rotations. Adding it to \(z{\uparrow}\) leaves \(L\) and \(S\) unchanged, and the \(z^2\) part vanishes by the Pauli principle.

**The diagonal elements**

An outer electron repels both \(1s\) electrons and exchanges with the one of parallel spin. The same holds for a \(2p\) electron outside \(2s^2\). Define

\[
\begin{aligned}
c_s&=2F^0(1s,2s)-G^0(1s,2s)=0.397805,\\
c_p&=2F^0(1s,2p)-\tfrac13G^1(1s,2p)=0.468526,\\
d&=2F^0(2s,2p)-\tfrac13G^1(2s,2p)=0.294922 .
\end{aligned}
\]

With \(e\) the \(p\)-shell energy from the list, and \(e(p^1)=0\),

\[
\begin{aligned}
H_{11}&=F^0(1s,1s)+2c_s+qc_p+F^0(2s,2s)+qd+e(p^q),\\
H_{22}&=F^0(1s,1s)+(q+2)c_p+e(p^{q+2}).
\end{aligned}
\]

For boron, \(q=1\):

\[
\begin{aligned}
H_{11}&=0.625000+0.795610+0.468526+0.150391+0.294922\\
&=2.334449,\\
H_{22}&=0.625000+1.405578+0.544922=2.575500 .
\end{aligned}
\]

The first is your number.

**The coupling, and what blocks it**

Let \(a^\dagger\) create an electron, and define

\[
P^\dagger=\sum_{i=x,y,z}a^\dagger_{i\uparrow}a^\dagger_{i\downarrow},\qquad S_s=a_{s\downarrow}a_{s\uparrow}.
\]

\(P^\dagger\) adds the invariant \(p\) pair and \(S_s\) removes the \(2s\) pair. The part of \(V\) that moves two electrons from \(2s\) to \(2p\) contains the integrals \((is|js)=\delta_{ij}G^1(2s,2p)/3\). The two electrons leaving \(2s\) have opposite spins. The two spin orders give equal terms and cancel the factor \(\frac12\) in front of the two-body operator, so this part is

\[
V_{s\to p}=\frac{G^1(2s,2p)}3\,P^\dagger S_s .
\]

Let \(\Phi\) be the normalised state of the \(q\) electrons in \(p^q\). The coupled state is \(P^\dagger\Phi\), and normalising it gives \(H_{12}=\|P^\dagger\Phi\|\,G^1(2s,2p)/3\). For one orbital \(i\), with occupation numbers \(n\),

\[
[a_{i\downarrow}a_{i\uparrow},a^\dagger_{i\uparrow}a^\dagger_{i\downarrow}]
=(1-n_{i\uparrow})(1-n_{i\downarrow})-n_{i\uparrow}n_{i\downarrow}
=1-n_{i\uparrow}-n_{i\downarrow}.
\]

Pair operators of different orbitals commute. Summing over three orbitals gives \([P,P^\dagger]=3-n_p\), and therefore

\[
\|P^\dagger\Phi\|^2=\langle\Phi|PP^\dagger|\Phi\rangle=\|P\Phi\|^2+3-q .
\]

In the states \(z{\uparrow}\), \(x{\uparrow}y{\uparrow}\) and \(x{\uparrow}y{\uparrow}z{\uparrow}\) no orbital is doubly occupied, so \(P\Phi=0\). For oxygen, \(P\) removes \(z^2\) and leaves \(x{\uparrow}y{\uparrow}\), so \(\|P\Phi\|^2=1\). The squared norms are

\[
\text{B: }2,\qquad \text{C: }1,\qquad \text{N: }0,\qquad \text{O: }1+3-4=0 .
\]

These numbers count the empty \(p\) orbitals. Boron has two places for the displaced pair, and their amplitudes add coherently to \(\sqrt2\). Carbon has one. In nitrogen each \(p\) orbital already holds a spin-up electron, so no orbital can accept an opposite-spin pair. In oxygen each orbital again holds at least one electron. The Pauli principle blocks the transfer although the shell is not full.

This is a property of the term, not of the element. Nitrogen \(^2P\) has \(\Phi=P^\dagger z{\uparrow}/\sqrt2\). Since \(PP^\dagger z{\uparrow}=2z{\uparrow}\), we get \(\|P\Phi\|^2=2\) and \(\|P^\dagger\Phi\|^2=2+3-3=2\), so this term does mix with \(2p^5\). Oxygen \(^1S\) likewise occurs twice in its complex.

**Solving the two-by-two problem**

Write the lower state as \(\cos\theta\) times the first configuration minus \(\sin\theta\) times the second. The minus sign makes a positive \(H_{12}\) lower the energy. With \(\Delta=H_{22}-H_{11}\),

\[
E(\theta)=\frac{H_{11}+H_{22}}2-\frac\Delta2\cos2\theta-H_{12}\sin2\theta .
\]

The minimum lies at \(\tan2\theta=2H_{12}/\Delta\). Hence

\[
E_1=\frac{H_{11}+H_{22}}2-\frac12\sqrt{\Delta^2+4H_{12}^2},\quad
\sin^2\theta=\frac12\Big(1-\frac{\Delta}{\sqrt{\Delta^2+4H_{12}^2}}\Big).
\]

*Boron.* \(H_{12}=\sqrt2\times0.087891/3=0.041432\) and \(\Delta=0.241051\). The square root is 0.254896, so

\[
E_1-H_{11}=\tfrac12(0.241051-0.254896)=-0.006923 .
\]

With the unrounded elements, \(E_1=2.327527\) hartree, or 4.655053 Ry. The weight of \(2p^3\) is 2.7 %, which is the \(Z\to\infty\) limit for five electrons.

*Carbon.* Now \(q=2\) and \(H_{12}=0.087891/3=0.029297\):

\[
\begin{aligned}
H_{11}&=0.625000+0.795610+0.937052+0.150391\\
&\quad+0.589844+0.164063=3.261960,\\
H_{22}&=0.625000+1.874105+1.037109=3.536214 .
\end{aligned}
\]

With \(\Delta=0.274254\) the square root is 0.280444, and the shift is \(\frac12(0.274254-0.280444)=-0.003095\). This gives \(E_1=3.258865\) hartree, or 6.517730 Ry, with 1.1 % of \(2p^4\) in the same limit.

*Nitrogen and oxygen.* Here \(E_1=H_{11}\). To five decimals,

\[
\begin{aligned}
\text{N: }&0.62500+0.79561+1.40558+0.15039+0.88477+0.49219\\
&=4.35353\ (4.35354\text{ from the rounded terms}),\\
\text{O: }&0.62500+0.79561+1.87410+0.15039+1.17969+1.03711\\
&=5.66190 ,
\end{aligned}
\]

or 8.70707 and 11.32380 Ry.

**Reading the numbers**

For \(H_{12}\ll\Delta\), expanding the square root gives a shift of \(-H_{12}^2/\Delta\). This is \(-0.00712\) for boron and \(-0.00313\) for carbon, too large in magnitude by about 3 % and 1 % of the respective full shifts. It also explains why carbon gains less than half as much as boron: \(H_{12}^2\) is halved and \(\Delta\) is 14 % larger. In the opposite limit, \(\Delta\to0\), the weights become equal and the shift becomes \(-H_{12}\).

In the energy itself the shift is multiplied by \(Z\). For neutral boron this is \(5\times(-0.006923)=-0.0346\) hartree, and for neutral carbon \(-0.0186\) hartree. These are first-order contributions, not total correlation energies, and they use unscreened hydrogenic orbitals. If the orbitals of the neutral atoms are optimised together with the mixing inside the \(2s,2p\) space, the lowering relative to Hartree–Fock is about 0.031 hartree for boron and 0.017 hartree for carbon. The weights are then about 5.4 % and 2.2 %, twice the large-\(Z\) values. From \(E_2\) on, configurations with electrons in other shells contribute, and they do so for nitrogen and oxygen too.

The result belongs to the nonrelativistic expansion. Electron momenta scale as \(Z\), so one-electron relativistic shifts grow as \(Z^4/c^2\), while the splittings used here grow as \(Z\). Far along an isoelectronic sequence those shifts can no longer be left out of the diagonalisation.

Two checks bear on your first question. Diagonalising \(V\) over all determinants of each complex confirms that the four terms are the lowest and that their energies are the ones above. If the \(1s\) electrons are also allowed to move within the \(1s,2s,2p\) orbitals, the lowest eigenvalue of \(H_0+\lambda V\) starts from \(E_0\) with a slope in \(\lambda\) that is 2.327527 for boron, not 2.334449. The numerical output lists this slope for all four atoms.

## Computed values

```
Slater integrals at Z = 1 (hartree)
F0(1s,1s) = 5/8 = 0.625000000
F0(1s,2s) = 17/81 = 0.209876543
G0(1s,2s) = 16/729 = 0.021947874
F0(1s,2p) = 59/243 = 0.242798354
G1(1s,2p) = 112/2187 = 0.051211706
F0(2s,2s) = 77/512 = 0.150390625
F0(2s,2p) = 83/512 = 0.162109375
G1(2s,2p) = 45/512 = 0.087890625
F0(2p,2p) = 93/512 = 0.181640625
F2(2p,2p) = 45/512 = 0.087890625
1 hartree = 2.000000 Ry
--- B 2P, Z = 5: term occurs 2 time(s)
H11 = 2.33444906 hartree
pair norms: up 2, down 0
coupling out of reference = 0.04143204 hartree
H22 = 2.57550029 hartree, gap = 0.24105123 hartree
upper root = 2.58242285 hartree
E1 = 2.32752650 hartree = 4.65505301 Ry
E1 - H11 = -0.00692256 hartree
weight of 2p^3 = 0.027158
Z (E1 - H11) = -0.034613 hartree
slope with 1s released = 2.327527 hartree
--- C 3P, Z = 6: term occurs 2 time(s)
H11 = 3.26195958 hartree
pair norms: up 1, down 0
coupling out of reference = 0.02929688 hartree
H22 = 3.53621393 hartree, gap = 0.27425435 hartree
upper root = 3.53930861 hartree
E1 = 3.25886490 hartree = 6.51772980 Ry
E1 - H11 = -0.00309468 hartree
weight of 2p^4 = 0.011035
Z (E1 - H11) = -0.018568 hartree
slope with 1s released = 3.258865 hartree
--- N 4S, Z = 7: term occurs 1 time(s)
H11 = 4.35353259 hartree
pair norms: up 0, down 0
coupling out of reference = 0.00000000 hartree
E1 = 4.35353259 hartree = 8.70706519 Ry
slope with 1s released = 4.353533 hartree
--- O 3P, Z = 8: term occurs 1 time(s)
H11 = 5.66190248 hartree
pair norms: up 0, down 1
coupling out of reference = 0.00000000 hartree
E1 = 5.66190248 hartree = 11.32380496 Ry
slope with 1s released = 5.661902 hartree
controls: N 2P occurs 2 times, O 1S 2 times
```
